# Weakly bound Dirac states in one dimension by the Birman-Schwinger principle: test program

```python
# Result under test: weakly coupled bound states of the one-dimensional Dirac operator
#   H = -i sigma1 d/dx + m sigma3 + lam*v(x)*M,  M = 1 (vector) or sigma3 (scalar).
# For area I = integral of v < 0 the upper level is
#   E = m - m lam^2 I^2/2 - m^2 lam^3 I J + O(lam^4),  J = double integral v(x)|x-y|v(y).
# A scalar well also has the level -E; a vector well does not.
# The scalar level lies above the vector level by m lam^4 I^4/6 + O(lam^5).
# Units: hbar = c = m = 1, lengths in 1/m.  Energies are written E = cos(theta),
# 0 < theta < pi, so kappa = sqrt(1-E^2) = sin(theta) and 1-E = 2 sin(theta/2)^2.
import numpy as np
from scipy.optimize import brentq
from scipy import constants as const

# Each profile is a list of (value of v, width), placed from x = 0 rightwards.
STEPS = [(-1.0, 1.0), (0.5, 0.5), (-0.5, 0.5)]
SQUARE = [(-0.5, 2.0)]
SIGMA1 = np.array([[0, 1], [1, 0]], dtype=complex)
SIGMA3 = np.diag([1.0, -1.0]).astype(complex)


def area(profile):
    return sum(v * w for v, w in profile)


def distance_integral(profile):
    """Double integral of v(x)|x-y|v(y) for a step profile."""
    edges = np.concatenate([[0.0], np.cumsum([w for _, w in profile])])
    mid = 0.5 * (edges[1:] + edges[:-1])
    total = 0.0
    for i, (vi, wi) in enumerate(profile):
        for j, (vj, wj) in enumerate(profile):
            mean_part = wi**3 / 3 if i == j else wi * wj * abs(mid[i] - mid[j])
            total += vi * vj * mean_part
    return total


def mismatch(theta, lam, profile, scalar):
    """Spinor (f, i h) decaying on the left, carried across the well,
    compared with the spinor decaying on the right; zero at a bound state."""
    energy = np.cos(theta)
    f = np.cos(theta / 2) + 0j
    h = -np.sin(theta / 2) + 0j
    for v, width in profile:
        mass = 1.0 + (lam * v if scalar else 0.0)
        kinetic = energy - (0.0 if scalar else lam * v)
        a = -(kinetic + mass)          # f' = a h
        b = kinetic - mass             # h' = b f
        k = np.sqrt(-a * b + 0j)
        c = np.cos(k * width)
        s = width * np.sinc(k * width / np.pi)
        f, h = c * f + a * s * h, c * h + b * s * f
    return np.real(np.cos(theta / 2) * h - np.sin(theta / 2) * f)


def bound_angles(lam, profile, scalar):
    grid = np.linspace(1e-4, np.pi - 1e-4, 4001)
    val = mismatch(grid, lam, profile, scalar)
    found = []
    for i in np.nonzero(val[:-1] * val[1:] < 0)[0]:
        found.append(brentq(lambda t: float(mismatch(t, lam, profile, scalar)),
                            grid[i], grid[i + 1], xtol=1e-16, rtol=1e-15))
    return np.array(found)


def binding(theta):
    return 2 * np.sin(theta / 2)**2


def green(distance, theta):
    """Free resolvent kernel (H0-E)^(-1) at x-y = distance."""
    kappa, energy = np.sin(theta), np.cos(theta)
    local = (SIGMA3 + energy * np.eye(2)) / (2 * kappa)
    return (local + 0.5j * SIGMA1 * np.sign(distance)) * np.exp(-kappa * abs(distance))


def birman_schwinger(theta, profile, scalar, per_unit):
    """Midpoint discretization of K, its regular part L, and vectors u, w."""
    values = np.concatenate([np.full(round(w * per_unit), v) for v, w in profile])
    step = 1.0 / per_unit
    x = (np.arange(len(values)) + 0.5) * step
    d = x[:, None] - x[None, :]
    kappa, energy = np.sin(theta), np.cos(theta)
    decay = np.exp(-kappa * abs(d))
    kernel = np.kron(decay, (SIGMA3 + energy * np.eye(2)) / (2 * kappa))
    kernel = kernel + np.kron(np.sign(d) * decay, 0.5j * SIGMA1)
    root = np.sqrt(abs(values) * step)
    left = np.kron(root, [1.0, 1.0])
    right = np.kron(np.sign(values) * root, [1.0, -1.0 if scalar else 1.0])
    K = left[:, None] * kernel * right[None, :]
    u = np.kron(root, [1.0, 0.0])
    w = np.kron(np.sign(values) * root, [1.0, 0.0])
    L = K - (energy + 1) / (2 * kappa) * np.outer(u, w)
    return K, L, u, w


# --- The free resolvent kernel must undo H0-E on a smooth test spinor.
theta_test, x_test = 1.1, 0.3
nodes, weights = np.polynomial.legendre.leggauss(80)
recovered = np.zeros(2, dtype=complex)
for lo, hi in [(-8.0, x_test), (x_test, 8.0)]:
    for y, wt in zip(0.5 * (hi - lo) * nodes + 0.5 * (hi + lo), 0.5 * (hi - lo) * weights):
        g, e = np.exp(-y * y), np.cos(theta_test)
        source = np.array([-1j * (1 - 2 * y * y) * g + (1 - e) * g,
                           2j * y * g - (1 + e) * y * g])
        recovered += wt * green(x_test - y, theta_test) @ source
expected = np.exp(-x_test**2) * np.array([1.0, x_test])
green_error = np.max(abs(recovered - expected))
assert green_error < 1e-10

I, J = area(STEPS), distance_integral(STEPS)
print("profile steps (v in m, width in 1/m):", STEPS)
print(f"area I = {I:.4f}; distance integral J = {J:.6f} (1/m)")
print(f"free resolvent check, largest error = {green_error:.1e}")

# --- Level counts for both couplings and both signs of the area.
lam0 = 0.1
print(f"levels in the gap at |lambda| = {lam0} (energies in m):")
for name, scalar, sign, count in [("vector, I<0", False, 1, 1), ("vector, I>0", False, -1, 1),
                                  ("scalar, I<0", True, 1, 2), ("scalar, I>0", True, -1, 0)]:
    levels = np.cos(bound_angles(sign * lam0, STEPS, scalar))
    assert len(levels) == count
    if name == "vector, I<0":
        assert levels[0] > 0
    if name == "vector, I>0":
        assert levels[0] < 0
    print(f"  {name}: {count} level(s)", " ".join(f"{e:+.8f}" for e in levels))

# --- The scalar spectrum is symmetric at any strength, not only for weak wells.
for strength in (0.1, 1.0, 3.0):
    angles = bound_angles(strength, STEPS, True)
    assert len(angles) >= 2
    assert np.allclose(np.sort(np.pi - angles), angles, atol=1e-11)
print(f"scalar levels at lambda = 3 (m):", " ".join(f"{e:+.6f}" for e in np.cos(angles)))

# --- Weak-coupling law and its first correction.
print("binding m-E in m: lambda, vector, scalar, leading, two-term")
errors = {}
for lam in (0.2, 0.1, 0.05, 0.02, 0.01):
    leading = lam**2 * I**2 / 2
    two_term = leading + lam**3 * I * J
    pair = [binding(bound_angles(lam, STEPS, s)[0]) for s in (False, True)]
    errors[lam] = [b - two_term for b in pair]
    ratios = [b / leading for b in pair]
    print(f"  {lam:.2f} {pair[0]:.8f} {pair[1]:.8f} {leading:.8f} {two_term:.8f}")
assert all(abs(r - 1) < 0.02 for r in ratios)
for which, name in enumerate(("vector", "scalar")):
    growth = errors[0.02][which] / errors[0.01][which]
    assert 14 < growth < 18
    print(f"{name}: two-term error grows by {growth:.2f} when lambda doubles (16 = 4th order)")
lam = 0.01
kappa_num = np.sin(bound_angles(lam, STEPS, False)[0])
kappa_two = -lam * I - lam**2 * J
assert abs(kappa_num - kappa_two) < 2 * lam**3
print(f"kappa at lambda = 0.01 (m): matched {kappa_num:.9f}, two-term {kappa_two:.9f}")

# --- Scalar-vector splitting, for two different shapes of the same area.
for name, profile in [("three-step", STEPS), ("square", SQUARE)]:
    ratio = []
    for lam in (0.01, 0.005):
        b_vec = binding(bound_angles(lam, profile, False)[0])
        b_sca = binding(bound_angles(lam, profile, True)[0])
        ratio.append((b_vec - b_sca) / (lam**4 * area(profile)**4 / 6))
    limit = 2 * ratio[1] - ratio[0]
    assert abs(limit - 1) < 2e-3
    print(f"splitting/(m lambda^4 I^4/6), {name}: {ratio[0]:.5f} at 0.01,"
          f" {ratio[1]:.5f} at 0.005, limit {limit:.5f}")

# --- The Birman-Schwinger operator must give the matched energies at finite strength.
lam_bs = 0.5
print(f"Birman-Schwinger test at lambda = {lam_bs} (energies in m):")
for name, scalar in [("vector", False), ("scalar", True)]:
    exact = bound_angles(lam_bs, STEPS, scalar)[0]
    deviations = []
    for per_unit in (40, 80):
        def determinant(t):
            K = birman_schwinger(t, STEPS, scalar, per_unit)[0]
            return np.linalg.det(np.eye(len(K)) + lam_bs * K).real
        root = brentq(determinant, 0.6 * exact, 1.4 * exact, xtol=1e-12)
        deviations.append(np.cos(root) - np.cos(exact))
    assert abs(deviations[1]) < 1e-4
    assert 3 < deviations[0] / deviations[1] < 5   # midpoint rule: second order in the step
    K, L, u, w = birman_schwinger(exact, STEPS, scalar, 80)
    inner = w @ np.linalg.solve(np.eye(len(L)) + lam_bs * L, u)
    reduced = (-lam_bs * (np.cos(exact) + 1) / 2 * inner).real
    assert abs(reduced - np.sin(exact)) < 1e-3
    print(f"  {name}: matched E {np.cos(exact):.6f}, operator E {np.cos(root):.6f}")
    print(f"    kappa {np.sin(exact):.5f}, right side of reduced equation {reduced:.5f}")
print(f"  leading formula there: E = {1 - lam_bs**2 * I**2 / 2:.6f}")

# --- K diverges at threshold, its regular part L does not.
norms = []
for t in (1e-3, 1e-2, 0.1, 0.3, 0.6, 0.9, 1.2, np.pi / 2):
    K, L, u, w = birman_schwinger(t, STEPS, False, 40)
    norms.append(np.linalg.norm(L, 2))
    if t == 1e-3:
        scaled = np.sin(t) * np.linalg.norm(K, 2)
absolute_area = sum(abs(v) * width for v, width in STEPS)
assert abs(scaled / absolute_area - 1) < 0.01
assert abs(norms[0] / norms[1] - 1) < 0.05
assert lam0 * max(norms) < 1
print(f"kappa*norm(K) at kappa = 0.001: {scaled:.4f} m; integral of |v| = {absolute_area:.4f}")
print(f"norm(L) at kappa = 0.001: {norms[0]:.4f}, at 0.01: {norms[1]:.4f}")
print(f"largest sampled norm(L), 0<=E<m: {max(norms):.4f}; its inverse: {1 / max(norms):.4f}")

# --- Conversion of the main result for a particle of the electron's mass.
rest_kev = const.m_e * const.c**2 / const.e / 1e3
b_vec = binding(bound_angles(lam0, STEPS, False)[0])
b_sca = binding(bound_angles(lam0, STEPS, True)[0])
print(f"electron rest energy = {rest_kev:.3f} keV")
print(f"binding at lambda = 0.1: vector {b_vec * rest_kev:.4f} keV, scalar"
      f" {b_sca * rest_kev:.4f} keV, leading formula {lam0**2 * I**2 / 2 * rest_kev:.4f} keV")
print("done: every assertion held")
```

It prints:

```
profile steps (v in m, width in 1/m): [(-1.0, 1.0), (0.5, 0.5), (-0.5, 0.5)]
area I = -1.0000; distance integral J = 0.541667 (1/m)
free resolvent check, largest error = 6.1e-16
levels in the gap at |lambda| = 0.1 (energies in m):
  vector, I<0: 1 level(s) +0.99547232
  vector, I>0: 1 level(s) -0.99547232
  scalar, I<0: 2 level(s) +0.99548490 -0.99548490
  scalar, I>0: 0 level(s) 
scalar levels at lambda = 3 (m): +0.211114 -0.211114
binding m-E in m: lambda, vector, scalar, leading, two-term
  0.20 0.01664192 0.01648293 0.02000000 0.01566667
  0.10 0.00452768 0.00451510 0.00500000 0.00445833
  0.05 0.00118695 0.00118605 0.00125000 0.00118229
  0.02 0.00019579 0.00019577 0.00020000 0.00019567
  0.01 0.00004947 0.00004946 0.00005000 0.00004946
vector: two-term error grows by 15.75 when lambda doubles (16 = 4th order)
scalar: two-term error grows by 15.81 when lambda doubles (16 = 4th order)
kappa at lambda = 0.01 (m): matched 0.009946359, two-term 0.009945833
splitting/(m lambda^4 I^4/6), three-step: 0.96991 at 0.01, 0.98477 at 0.005, limit 0.99962
splitting/(m lambda^4 I^4/6), square: 0.96237 at 0.01, 0.98093 at 0.005, limit 0.99949
Birman-Schwinger test at lambda = 0.5 (energies in m):
  vector: matched E 0.914719, operator E 0.914715
    kappa 0.40409, right side of reduced equation 0.40410
  scalar: matched E 0.918325, operator E 0.918321
    kappa 0.39583, right side of reduced equation 0.39584
  leading formula there: E = 0.875000
kappa*norm(K) at kappa = 0.001: 1.4991 m; integral of |v| = 1.5000
norm(L) at kappa = 0.001: 1.1380, at 0.01: 1.1316
largest sampled norm(L), 0<=E<m: 1.1380; its inverse: 0.8787
electron rest energy = 510.999 keV
binding at lambda = 0.1: vector 2.3136 keV, scalar 2.3072 keV, leading formula 2.5550 keV
done: every assertion held
```
